The Boltzmann-Langevin source from scattering events, and the variance f(1−f)

An electron state in a warm conductor is filled at one moment and empty at another. Its mean occupation f is steady, yet scattering keeps moving electrons in and out. The Boltzmann equation describes f and says that collisions spread a deviation in one state over many others, until only its share of conserved quantities such as the total number is left. In a large conductor that share is negligible. Taken alone, the equation would thus let the fluctuations of a single occupation die, whereas a state that is either filled or empty has occupation variance f(1−f). The missing agitation must come from the same collisions that cause the decay. How strong is it, and does it restore exactly this variance?

**One state and a reservoir**

Let n = 0 or 1 be the occupation of a single state. A reservoir of occupation f₀ fills it at rate γf₀ when it is empty and empties it at rate γ(1−f₀) when it is filled. With f = ⟨n⟩,

df/dt = γf₀(1−f) − γ(1−f₀)f = γ(f₀−f).

A deviation δn = n−f therefore decays on average at rate γ. In a short time dt a filling changes n by +1 and an emptying by −1. Both changes have square 1, so the mean squared jump per unit time is the sum of the two event rates:

D = γf₀(1−f) + γ(1−f₀)f.

Decay acts on both factors of (δn)², so the variance C obeys

dC/dt = −2γC + D.

At f = f₀ this gives D = 2γf₀(1−f₀), and the steady value is C = D/2γ = f₀(1−f₀).

The answer can be tested during a transient too. Since n² = n, the variance is ⟨n²⟩−⟨n⟩² = f(1−f) at every moment. Its derivative is (1−2f)df/dt = γ(1−2f)(f₀−f). The right side of the variance equation, with C = f(1−f), is

γ[−2f + 2f² + f₀ + f − 2f₀f] = γ(f₀−f)(1−2f),

which agrees. Gains and losses enter the mean with opposite signs and the noise with equal signs.

**In what sense the events are independent**

Now put one electron on two states, with hopping rates w₁₂ = 1/ps and w₂₁ = 2/ps. A hop 1→2 must be followed by a hop 2→1, so the two counts are anything but independent. One full cycle has mean duration 1 + 1/2 = 1.5 ps and variance 1 + 1/4 = 1.25 ps². After K cycles the elapsed time has variance 1.25K ps². Dividing by (1.5 ps)² converts this into a variance of the count, so for long windows variance/mean tends to 1.25/2.25 = 0.56, while a Poisson count has 1.

What behaves as if independent, as far as second moments go, is the surprise in each count: the part that the present occupations do not predict. Let dN_ab be the number of hops a→b in dt, and let

r_ab = W_ab n_a(1−n_b)

be the rate given the present occupations. The factor 1−n_b is Pauli blocking. Assume that the bath has no memory, so that r_ab depends on nothing but the present state. Define

dM_ab = dN_ab − r_ab dt.

Given the past, dM_ab has mean zero. Since dN_ab is 0 or 1 up to probability O(dt²), dN_ab² = dN_ab, and

⟨dM_ab²⟩ = ⟨r_ab⟩dt + O(dt²).

Two different channels both fire in dt with probability O(dt²), so their product contributes nothing at order dt. For two different times, the earlier increment is already known when the later one is averaged, and the later one has mean zero. Thus

⟨dM_ab(t)dM_cd(t')⟩ = δ_ac δ_bd ⟨r_ab⟩dt for the same interval, 0 for different intervals.

These are the second moments of independent Poisson processes with their means subtracted. The rest of the count, r_ab dt, follows the occupations and belongs to the relaxation.

A simulation of 100,000 histories, each starting in state 1 and lasting 10 ps, shows the difference. The mean count 1→2 is 6.77. The raw count has variance/mean 0.564 and correlation 0.971 with the reverse count. After subtraction of the accumulated rate, the variance divided by the mean count is 1.002 and the correlation is 0.003, both consistent with 1 and 0 within sampling error.

**Many states: the source**

For many states the mean of the rate is

⟨r_ab⟩ = W_ab[f_a(1−f_b) − Cov(n_a,n_b)].

The kinetic description drops the covariance and uses

J_ab = W_ab f_a(1−f_b), with W_aa = 0.

To see when this is allowed, group the states into cells of g equivalent states holding N_a electrons, with occupation F_a = N_a/g. Let the rate between two individual states be W_ab/g. The total rate a→b is then W_ab N_a(g−N_b)/g = gW_ab F_a(1−F_b). Each event changes F by 1/g, so the squared jumps per unit time scale as g·(1/g²) = 1/g. Covariances of F are of order 1/g and drop out of the mean rate for large g. Below, C and D denote g times the covariance and g times the source strength of the F_a. For single states g = 1.

Each hop a→b removes an electron from a and adds one to b. The random part of the change of a is therefore

ξ_a dt = Σ_b(dM_ba − dM_ab).

Multiply by the same expression for state c:

⟨ξ_aξ_c⟩dt² = Σ_b Σ_d ⟨(dM_ba − dM_ab)(dM_dc − dM_cd)⟩.

Keep the products in which both factors are the same channel:

dM_ba dM_dc: b = d and a = c, giving +δ_ac Σ_b J_ba dt;
dM_ba dM_cd: b = c and a = d, giving −J_ca dt;
dM_ab dM_dc: a = d and b = c, giving −J_ac dt;
dM_ab dM_cd: a = c and b = d, giving +δ_ac Σ_b J_ab dt.

A strength proportional to dt, with no correlation between intervals, is white noise:

⟨ξ_a(t)ξ_c(t')⟩ = δ(t−t')D_ac,
D_ac = δ_ac Σ_b(J_ab + J_ba) − (J_ac + J_ca).

This is the Boltzmann-Langevin source correlator. Its rows sum to zero, because a hop conserves the number of electrons. Equilibrium has not been used, but the replacement of ⟨r_ab⟩ by J_ab has: the formula needs large cells or uncorrelated occupations.

For extended electrons, take cells of volume Δ³r Δ³k, with g = Δ³rΔ³k/(2π)³ per spin, and local collisions. Write W_ab = w(k,k')Δ³k'/(2π)³ and j(k,k') = w(k,k')f(k)[1−f(k')]. The source of F is D/g, and δ_ac/g becomes (2π)³δ(r−r')δ(k−k'). Hence

⟨ξ(r,k,t)ξ(r',k',t')⟩ = δ(t−t')δ(r−r') × {(2π)³δ(k−k')∫d³q/(2π)³ [j(k,q)+j(q,k)] − j(k,k') − j(k',k)}.

**The matching relaxation**

The mean occupations obey

df_a/dt = Σ_c[W_ca f_c(1−f_a) − W_ac f_a(1−f_c)].

Replace f by f+δf and keep first order. The terms in δf_a and in δf_c define dδf_a/dt = −Σ_bΛ_abδf_b + ξ_a, with

Λ_aa = Σ_c[W_ac(1−f_c) + W_ca f_c],
Λ_ab = −[W_ba(1−f_a) + W_ab f_a] for a ≠ b.

The discarded term is Σ_c(W_ac−W_ca)δf_aδf_c. It vanishes for symmetric W and is otherwise small for large cells. Symmetric W makes the equation for the means exact, but D still omits Cov(n_a,n_b), so the covariance equation below needs large cells whenever the occupations are correlated.

Over dt, δf becomes δf − Λδf dt + ξdt. The new noise is uncorrelated with the earlier δf, so forming the product of two components gives, to order dt,

dC/dt = −ΛC − CΛᵀ + D.

**Equilibrium**

Let the bath have temperature T, so that W_ab/W_ba = exp[(ε_a−ε_b)/kT]. The Fermi function satisfies f_a/(1−f_a) = exp[−(ε_a−μ)/kT]. Together these give detailed balance, J_ab = J_ba.

Try C = U, a diagonal matrix with entries u_a = f_a(1−f_a). For a ≠ b,

Λ_ab u_b = −W_ba f_b(1−f_a)(1−f_b) − W_ab f_a(1−f_b)f_b
= −J_ba(1−f_b) − J_ab f_b = −J_ab.

On the diagonal,

Λ_aa u_a = Σ_c[J_ac(1−f_a) + J_ca f_a] = Σ_c J_ac.

Both are half the corresponding element of D. So ΛU = D/2, its transpose is UΛᵀ = D/2, and the sum cancels the source. The variance f(1−f) is stationary.

In a uniform gas without fields, free motion leaves this result alone. The covariance (2π)³δ(r−r')δ(k−k')f(1−f) depends on r−r', and two points moving with the same velocity keep their separation.

**What the source cannot decide**

Collisions cannot create or remove a fluctuation of the total number, so U may not be the sole solution. Write C = U+X, which requires ΛX + XΛᵀ = 0. Define S = U^(−1/2)ΛU^(1/2) = ½U^(−1/2)DU^(−1/2), which is symmetric. For any vector x,

xᵀDx = 2Σ_(a<b) J_ab(x_a−x_b)² ≥ 0,

so S has no negative eigenvalue. If all states are connected by collisions, the expression vanishes for constant x and for no other, and S has one zero eigenvector, with components √u_a. With Y = U^(−1/2)XU^(−1/2) the condition is SY + YS = 0. In the eigenbasis of S this reads (s_i+s_j)Y_ij = 0, so Y can live on the zero eigenvector alone. Therefore

C = U + αuuᵀ.

Summing all elements gives the number variance (times 1/g), V = Σu + α(Σu)². It is fixed by the preparation:

V = Σu: C = U;
V = 0: C = U − uuᵀ/Σu.

The first is the grand-canonical value, the sum of the variances of independent states. The second holds for a closed system of large cells. A cell's variance is then reduced by the fraction u_a/Σu, its share of the total. Larger g does not remove this; it disappears when the cell is a small part of the system. A single state still has variance f(1−f), because n² = n. The reduction comes from weak negative correlations between the many states in the cell. If collisions are elastic, each energy shell conserves its own number and has its own α. Correlations between the numbers in different shells then also persist, and they too are fixed by the preparation.

A reservoir settles the matter. Exchange at rate γ with a reservoir at the same T and μ adds γ to each Λ_aa and, by the first section, 2γu_a to each D_aa. U still solves the equation, and S+γ has no zero eigenvalue. The variance is f(1−f) for any γ > 0, however small, though the total number takes a time of order 1/γ to reach it.

For single states with a reservoir, the result needs no large cells. Give each configuration the weight Π_a f_a^(n_a)(1−f_a)^(1−n_a). A hop a→b and its reverse then balance because W_ab f_a(1−f_b) = W_ba f_b(1−f_a), and fillings and emptyings balance likewise. Independent occupations are an exact stationary state.

**Five levels with numbers**

Take levels at 0, 20, 50, 90 and 140 meV, T = 300 K (kT = 25.85 meV), and two electrons per five states. The rates are W_ab = ν exp[(ε_a−ε_b)/2kT] with ν = 1/ps. These are round model parameters and describe no particular material. Solving Σf = 2 numerically gives μ = 37.88 meV and

f = 0.812, 0.666, 0.385, 0.118, 0.019
u = 0.1524, 0.2223, 0.2368, 0.1037, 0.0185, with Σu = 0.7338.

For the first level the fluxes to the others are 0.1841, 0.1900, 0.1257 and 0.0532 per ps. Their sum is 0.5530, and D₁₁ = 2 × 0.5530 = 1.106/ps. The decay rate is Λ₁₁ = 3.627/ps, so Λ₁₁u₁ = 3.627 × 0.1524 = 0.553/ps, half of D₁₁. Off the diagonal, Λ₁₂u₂ = −0.8280 × 0.2223 = −0.1841/ps, which is −J₁₂.

With the number fixed, the variance of the first cell is

0.1524 − 0.1524²/0.7338 = 0.1208,

a reduction of 21%. For the third level it is 32%, and for the nearly empty fifth 2.5%. Enumerating all fillings of five cells with g = 16 and 32 electrons, weighted by their Boltzmann factors and by the number of ways of placing N_a electrons on the g states of each cell, gives 0.1211 for the first cell. The largest deviation of any covariance from the large-cell formula is 0.0046 for g = 8 and 0.0022 for g = 16, a fall consistent with 1/g.

The source can also be examined far from equilibrium. Keep the rates, but let the five single states be independently filled with probabilities 0.85, 0.30, 0.60, 0.15 and 0.40. With W₁₂ = 0.6792/ps and W₂₁ = 1.4723/ps,

J₁₂ = 0.6792 × 0.85 × 0.70 = 0.4041/ps,
J₂₁ = 1.4723 × 0.30 × 0.15 = 0.0663/ps,

so D₁₂ = −0.4704/ps. Propagating the probabilities of all 32 configurations over about 10⁻⁵ ps, and extrapolating the covariance of the changes per unit time to zero duration, gives the same −0.4704/ps. Independent filling makes J the exact mean rate. For correlated single states it is not: with exactly two electrons on the five states in equilibrium, the true D₁₂ is −0.335/ps, while J built from the mean occupations gives −0.284/ps.

**A driven chain: where f(1−f) fails**

Does the source also imply f(1−f) under a steady current? Put U into the covariance equation without detailed balance. For a ≠ b, the part of D not balanced by relaxation is

Q_ab = D_ab − Λ_ab u_b − Λ_ba u_a
= −(J_ab+J_ba) + J_ab f_b + J_ba(1−f_b) + J_ab(1−f_a) + J_ba f_a
= −(J_ab−J_ba)(f_a−f_b).

On the diagonal, let G_a be the total filling rate of an empty state and L_a the total emptying rate of a filled one, reservoirs included. Then D_aa = G_a(1−f_a)+L_a f_a and Λ_aa = G_a+L_a, so

Q_aa = D_aa − 2Λ_aa u_a = (1−2f_a)[G_a(1−f_a) − L_a f_a] = 0

in a steady state. A net current between unequally filled cells thus creates cross-correlations, and these then alter the variances of the cell occupations. A single state keeps the variance f(1−f), because n² = n. The change in a cell's variance comes from correlations between the many states in it.

Take two cells with W₁₂ = 1/ps and W₂₁ = 0.5/ps. Cell 1 exchanges electrons at 1/ps with a full reservoir, and cell 2 at 1.5/ps with a reservoir of occupation 0.1. The steady occupations are f₁ = 0.6395 and f₂ = 0.3403. The current is 1 × (1−0.6395) = 0.3605/ps per state of a cell, and

Q₁₂ = −0.3605 × (0.6395−0.3403) = −0.108/ps.

Solving the covariance equation gives C₁₂ = −0.0310. The first diagonal equation, Λ₁₁(C₁₁−u₁) + Λ₁₂C₁₂ = 0, shows the effect on the variance. Here

Λ₁₁ = 1 + 1 × 0.6597 + 0.5 × 0.3403 = 1.830/ps,
Λ₁₂ = −(0.5 × 0.3605 + 1 × 0.6395) = −0.820/ps,

so C₁₁ = 0.2305 − (0.820/1.830) × 0.0310 = 0.2166, or 0.2167 without intermediate rounding. This is 6% below f₁(1−f₁). The second cell has 0.2134 against 0.2245, a reduction of 5%.

The many-particle master equation for g = 24, solved numerically, gives 0.2172, 0.2138 and −0.0313 for the two variances and the covariance. The largest deviation from the Langevin values halves from 0.00098 at g = 12 to 0.00049 at g = 24. The departure from f(1−f) is thus not an error of finite g. Its size does depend on how coarse the cells are. Split each cell into M equal parts, with rates W/M between parts of different cells. The occupations stay the same, and the departure for one part falls to 6%/M, which is 3.0% for M = 2 and 0.4% for M = 16. As in the closed system, the effect on a single cell fades when the cell is a small share of the states it scatters into, and it survives in sums over many cells.

The white source, which follows from the assumption of a memoryless bath, also predicts the noise at finite frequency. One frequency serves as a check within the same model. With time dependence e^(−iωt), the Langevin equation gives δf = (Λ−iω)⁻¹ξ and the two-sided spectrum

S(ω) = (Λ−iω)⁻¹D(Λᵀ+iω)⁻¹.

At ω = 1 rad/ps, S₁₁ = 0.1784 ps. The master equation with g = 24 gives 0.1787 ps, after multiplication by g.

**What a real conductor adds**

The construction assumes brief collisions and a bath that forgets them. If a collision lasts as long as the times of interest, the source is no longer white. Collisions between two electrons change four occupations at once. The same argument then assigns each event type r a rate R_r and a list of changes ν_a^r (±1 for the single states involved, 0 for the others, and ±2 when both electrons leave or enter the same cell), and gives D_ab = Σ_r R_r ν_a^r ν_b^r. The one-electron hop is the case with one −1 and one +1. Interaction energies between electrons are also left out here. They correlate the equilibrium occupations. A single state still has variance f(1−f), but the diagonal covariance matrix U of independent states is then no longer the target that the source must meet.
